\section*{Floating Potential of an Isolated Dust Grain in Argon Plasma}

\section{Problem}

A small spherical grain floats in an argon plasma. It draws no net current and so settles at the potential at which electrons and ions arrive at equal rates. The electrons are Maxwellian with $T_e=3$ eV. The singly charged ions are Maxwellian with $T_i=0.026$ eV and have no mean drift. Far from the grain both species have density $n$.

Potentials are in volts, measured from the distant plasma, and temperatures are in eV. Thus $\phi/T_e$ is a pure number, and the thermal energy in joules is $eT_e$, with $e>0$. The grain has radius $a$ and surface potential $\phi$.

\begin{enumerate}
\item Find the largest impact parameter at which a particle of given energy strikes the grain.
\item Average over the Maxwellians to obtain the electron and ion currents.
\item Show that the currents balance at one potential, and calculate it.
\item For $a=100$ nm and $n=10^{10}\ \mathrm{cm^{-3}}$, find the current, the grain charge and its random fluctuation.
\item Judge how far the answer can be trusted in a magnetron-like discharge at 5 mTorr and 300 G.
\end{enumerate}

Use the orbital-motion-limited (OML) model. Particles reach the grain without collisions, every particle that touches it is absorbed, and the surface emits nothing. The grain is much smaller than the screening length, and a particle is captured whenever energy and angular momentum allow it to reach the surface.

\section{Hints}

\textbf{Hint 1.} At grazing incidence the radial velocity vanishes at $r=a$. Use the two conserved quantities there.

\textbf{Hint 2.} The capture rate is the average of speed times cross-section. The variable $\varepsilon=mv^2/(2eT)$ makes the integrals elementary. Check which electrons have enough energy to arrive.

\textbf{Hint 3.} Before solving, ask how each current changes when $\phi$ rises. Then take the logarithm of the balance and apply Newton's method to $x=-\phi/T_e$.

\textbf{Hint 4.} The charge follows from the electric field at the surface. For the fluctuation, treat each arrival as a change of one elementary charge.

\textbf{Hint 5.} If an omitted effect multiplies the ion current by a factor $F$, find the shift of $\phi$ for small $\ln F$.

\section{Solution}

\subsection{The grazing orbit}

Let a particle of mass $m$ start far away with speed $v$, kinetic energy $E=mv^2/2$ and impact parameter $b$. Its angular momentum is $L=mvb$. Let $W$ be its potential energy at the grain surface. At grazing incidence all the kinetic energy at $r=a$ is tangential, so
\begin{equation}
E=\frac{L^2}{2ma^2}+W=\frac{m^2v^2b^2}{2ma^2}+W
=E\frac{b^2}{a^2}+W .
\end{equation}
Subtracting $W$ and multiplying by $a^2/E$ gives
\begin{equation}
b^2=a^2\left(1-\frac{W}{E}\right),\qquad
\sigma=\pi b^2=\pi a^2\left(1-\frac{W}{E}\right).
\label{eq:sigma}
\end{equation}
For a negative grain, $W=-e\phi>0$ for electrons: they are repelled, and those with $E<-e\phi$ cannot arrive. For ions $W=e\phi<0$, and attraction makes the cross-section larger than the geometric area.

Equation~\eqref{eq:sigma} looks at the surface alone. A particle must also get past every larger radius, which requires
\begin{equation}
E-U(r)-E\frac{b^2}{r^2}\ge 0\qquad (r\ge a),
\label{eq:barrier}
\end{equation}
where $U(r)$ is its potential energy. For electrons $U$ falls with distance and so does $b^2/r^2$; the left side therefore grows with $r$, and the surface sets the condition. For ions in a screened attraction, an outer barrier can turn back some slow particles. OML neglects it; its size is given below.

\subsection{The two currents}

The normalized Maxwellian velocity distribution is
\begin{equation}
f(v)=\left(\frac{m}{2\pi eT}\right)^{3/2}
\exp\left(-\frac{mv^2}{2eT}\right).
\end{equation}
The current magnitude is $I=ne\int\sigma v f\,4\pi v^2\,dv$. With $\varepsilon=mv^2/(2eT)$ we have $v\,dv=(eT/m)\,d\varepsilon$ and $v^2=2eT\varepsilon/m$, hence $v^3dv=2(eT/m)^2\varepsilon\,d\varepsilon$. Therefore
\begin{align}
I&=ne\,4\pi\left(\frac{m}{2\pi eT}\right)^{3/2}
2\left(\frac{eT}{m}\right)^2
\int\sigma\,\varepsilon e^{-\varepsilon}\,d\varepsilon\nonumber\\
&=ne\,\bar v\int\sigma\,\varepsilon e^{-\varepsilon}\,d\varepsilon,
\qquad \bar v=\sqrt{\frac{8eT}{\pi m}} .
\end{align}
The prefactor simplifies because $8\pi/(2\pi)^{3/2}=\sqrt{8/\pi}$. Since $\int_0^\infty\varepsilon e^{-\varepsilon}d\varepsilon=1$, $\bar v$ is the mean speed.

For electrons $W/E=x/\varepsilon$ with $x=-\phi/T_e>0$, and the integral starts at $\varepsilon=x$. Substituting $s=\varepsilon-x$,
\begin{equation}
\int_x^\infty(\varepsilon-x)e^{-\varepsilon}d\varepsilon
=e^{-x}\int_0^\infty s e^{-s}ds=e^{-x}.
\end{equation}
For ions $W/E=\phi/(T_i\varepsilon)$, and all energies contribute:
\begin{equation}
\int_0^\infty\left(\varepsilon-\frac{\phi}{T_i}\right)e^{-\varepsilon}d\varepsilon
=1-\frac{\phi}{T_i}.
\end{equation}
The current magnitudes for $\phi<0$ are thus
\begin{equation}
I_e=\pi a^2ne\bar v_e e^{\phi/T_e},\qquad
I_i=\pi a^2ne\bar v_i\left(1-\frac{\phi}{T_i}\right).
\label{eq:currents}
\end{equation}

\subsection{One balance point}

As $\phi$ rises towards zero, $I_e$ increases and $I_i$ decreases, so $I_i-I_e$ falls steadily. It is positive at very negative $\phi$. At $\phi=0$ the currents are in the ratio of the mean speeds, and the electrons win. There is therefore one negative root. A positive root is excluded because a positive grain attracts electrons and repels ions, which widens the imbalance.

The root is stable. Below it the ion current is larger and raises the potential; above it the electron current is larger and lowers it.

In $I_e=I_i$ the factors $\pi a^2ne\sqrt{8e/\pi}$ cancel:
\begin{equation}
\sqrt{\frac{T_e}{m_e}}\,e^{\phi/T_e}
=\sqrt{\frac{T_i}{m_i}}\left(1-\frac{\phi}{T_i}\right).
\label{eq:balance}
\end{equation}
Neither radius nor density remains. Within this model a larger grain collects more of both species in the same proportion.

\subsection{Calculating the potential}

Define $\tau=T_e/T_i=115.385$ and
\begin{equation}
\alpha=\sqrt{\frac{m_eT_i}{m_iT_e}}=3.44984\times10^{-4},
\end{equation}
where $m_i/m_e=72820.7$. Dividing Eq.~\eqref{eq:balance} by $\sqrt{T_e/m_e}$ gives $e^{-x}=\alpha(1+\tau x)$. Taking logarithms,
\begin{equation}
g(x)=x+\ln[\alpha(1+\tau x)]=0,\qquad
g'(x)=1+\frac{\tau}{1+\tau x}.
\end{equation}
Start from $x=2$, or $\phi=-6$ V. Then $1+\tau x=231.77$, and
\begin{align}
g(2)&=2+\ln(0.07996)=-0.5263,\\
g'(2)&=1+115.385/231.77=1.4978,\\
x_1&=2+0.5263/1.4978=2.3514 .
\end{align}
The corresponding potential is $-7.054$ V. The next two steps give $-7.08297$ V and $-7.08299$ V. The approach is from one side because $g$ is increasing and concave: its tangent lies above the curve and crosses zero before the curve does.

The root also has a closed form. Put $y=x+1/\tau$, so that $1+\tau x=\tau y$ and
\begin{equation}
e^{1/\tau}e^{-y}=\alpha\tau y
\quad\Longrightarrow\quad
ye^y=\frac{e^{1/\tau}}{\alpha\tau}.
\end{equation}
The Lambert function $W_0$ is defined for positive argument $z$ by $W_0(z)e^{W_0(z)}=z$. Since $\alpha\tau=\sqrt{m_eT_e/(m_iT_i)}$ and $\phi=-T_ex=T_i-T_ey$,
\begin{equation}
\phi=T_i-T_eW_0\left(e^{T_i/T_e}
\sqrt{\frac{m_iT_i}{m_eT_e}}\right).
\label{eq:lambert}
\end{equation}
The argument is 25.34, and the result is
\begin{equation}
\boxed{\phi\simeq-7.1\ \mathrm{V}.}
\end{equation}
Balancing currents obtained by direct numerical integration over energy, without Eq.~\eqref{eq:currents}, also gives $-7.08299$ V. The extra digits compare the calculations; they do not describe the accuracy of the model.

\subsection{Reading the balance}

At the root $e^{\phi/T_e}=0.0943$, so the electron current is about 9\% of its value at an uncharged grain. The ion current is multiplied by $1-\phi/T_i=273.4$. The mean speeds are $1.159\times10^8$ cm/s for electrons and $3.999\times10^4$ cm/s for ions, a ratio of 2899. Indeed $2899\times0.0943\simeq273$: electron repulsion and ion focusing together make up for the difference in speed.

Ion temperature matters even though it is far below $|\phi|$. At fixed $\phi$,
\begin{equation}
I_i\propto\sqrt{T_i}+\frac{|\phi|}{\sqrt{T_i}},
\end{equation}
which increases as $T_i$ falls while $T_i<|\phi|$. Slower ions arrive less often, but their cross-section grows faster than their speed drops. Cold ions thus make the grain less negative. With $T_e$ held at 3 eV and $T_i$ raised to 3 eV, Eq.~\eqref{eq:lambert} gives $-11.97$ V.

In the opposite limit, $T_i\to0$, the Lambert argument and $\phi$ tend to zero. This limit lies outside the model's range. For small argument, which needs $T_i\ll T_em_e/m_i\approx4\times10^{-5}$ eV, $W_0(z)\simeq z$, so $|\phi|/T_i$ grows as $T_i^{-1/2}$ and the capture radius grows without bound, while the ion screening length shrinks. The condition that capture be governed by the grain surface is then lost.

\subsection{Current, charge and fluctuation}

For $a=100$ nm, $\pi a^2=3.142\times10^{-10}\ \mathrm{cm^2}$. The arrival rate of ions, equal to that of electrons, is
\begin{equation}
(3.142\times10^{-10})(10^{10})(3.999\times10^4)(273.4)
=3.43\times10^7\ \mathrm{s^{-1}},
\end{equation}
which is a current of 5.50 pA for each species.

For the charge, take the linearly screened potential
\begin{equation}
\phi(r)=\phi\,\frac{a}{r}e^{-(r-a)/\lambda},\qquad
\frac1{\lambda^2}=\frac{ne}{\epsilon_0}\left(\frac1{T_e}+\frac1{T_i}\right).
\end{equation}
The outward field at the surface is $-d\phi/dr=\phi(1/a+1/\lambda)$. Gauss's law, with area $4\pi a^2$, gives
\begin{equation}
Q=4\pi\epsilon_0a\phi\left(1+\frac a\lambda\right)=C\phi .
\end{equation}
Here $\lambda=11.9\ \mu$m and $a/\lambda=0.0084$. Linear screening is not justified close to the grain, where $|\phi|\gg T_i$, but in this formula screening changes the charge by less than 1\%. The result is $Q\simeq-496e$; a self-consistent collisionless potential lowers the screening correction to about 0.5\% and the charge by one or two electrons. At fixed temperatures, and while $a\ll\lambda$, the charge is nearly proportional to the radius.

Let $N$ be the number of excess electrons, $N_0$ its balance value and $\delta=N-N_0$. Electrons arrive at rate $R_e=I_e/e$ and ions at rate $R_i=I_i/e$. An electron changes $\delta^2$ by $2\delta+1$, an ion by $-2\delta+1$. Averaging,
\begin{equation}
\frac{d\langle\delta^2\rangle}{dt}
=\langle2\delta(R_e-R_i)+R_e+R_i\rangle .
\end{equation}
Let $\nu$ be the common arrival rate of the two species at balance. Near balance $R_e+R_i\simeq2\nu$ and $R_e-R_i\simeq-\kappa\delta$. Since $\phi=-Ne/C$, one more electron changes $\phi$ by $-e/C$. Equation~\eqref{eq:currents} gives
\begin{equation}
\kappa=\frac eC \nu\left(\frac1{T_e}+\frac1{T_i-\phi}\right)
=\frac{e\nu}{CS},\qquad
S=\left(\frac1{T_e}+\frac1{T_i-\phi}\right)^{-1}.
\label{eq:S}
\end{equation}
In the steady state $0=-2\kappa\langle\delta^2\rangle+2\nu$, so
\begin{equation}
\langle\delta^2\rangle=\frac{\nu}{\kappa}=\frac{CS}{e}.
\end{equation}
With $S=2.11$ V and $C/e=496.0/7.083=70.0\ \mathrm{V^{-1}}$, the variance is 148 and the rms fluctuation is about 12 electrons. The stationary distribution of the one-charge-at-a-time process, summed with the full currents, gives 12.16 against 12.15 from the formula. The rms potential fluctuation is 0.17 V, so $-7.1$ V is a balance value about which the potential moves.

\subsection{What a real discharge changes}

The quantity $S$ also measures sensitivity. If the ion current becomes $FI_i$, differentiating the logarithm of $I_e=FI_i$ gives
\begin{equation}
\frac{d\phi}{T_e}=d\ln F-\frac{d\phi}{T_i-\phi}
\quad\Longrightarrow\quad d\phi=S\,d\ln F .
\label{eq:shift}
\end{equation}
A 10\% increase in ion current thus raises $\phi$ by $2.11\ln1.1=0.20$ V. This is the effect of an ion-induced electron yield of 0.1, a rough value: each ion then adds 1.1 positive charges instead of one, and the potential becomes $-6.88$ V.

\textbf{Collisions.} An ion that exchanges charge with an atom near the grain leaves behind a slow ion, which may be trapped and eventually collected. As an estimate, let trapping occur inside $R_0$, where $|\phi(R_0)|=1.5T_i$. The thermal influx through that sphere is $4\pi R_0^2\,n\bar v_i/4=\pi R_0^2n\bar v_i$, and the chance of an exchange inside is about $R_0/l$, with $l$ the free path. Relative to $\pi a^2ne\bar v_i$, the added current is
\begin{equation}
\frac{R_0^3}{a^2l}=\frac{(8.8)^3}{(0.1)^2(6200)}\simeq11,
\end{equation}
with lengths in $\mu$m. The free path assumes gas at 5 mTorr with a temperature of 0.026 eV, and a rough cross-section of $10^{-14}\ \mathrm{cm^2}$. Compared with 273.4 this is a 4\% increase, and the potential becomes $-7.00$ V. At 100 mTorr, with plasma density and temperatures held fixed, the same estimate gives $-6.0$ V. These figures are on the low side. The estimate goes as $R_0^3$ and doubles if the cut is placed at $|\phi(R_0)|=T_i$; it also ignores the crowding of ions in the well and trapping outside $R_0$. Following exchanged ions in the same potential through repeated exchanges, until they are caught or escape, gives, to first order in the collision rate, an added current of about 30 for a collision frequency $\bar v_i/l$ and about 60 for a constant cross-section, where the rate follows the ion--atom relative speed. The potential at 5 mTorr is then about $-6.9$ V or $-6.7$ V; scaling the same first-order result to 100 mTorr gives roughly $-5$ V or $-4.5$ V. The added current also depends on the screening: in a self-consistent collisionless potential, which reaches farther out, it is about 40 or 85, and the potential at 5 mTorr is about $-6.8$ V or $-6.6$ V. Collisions thus shift the result by a few tenths of a volt already at 5 mTorr, and at 100 mTorr collisionless collection is a poor assumption.

\textbf{Barriers and magnetic field.} Imposing Eq.~\eqref{eq:barrier} at all radii in the linearly screened potential removes about 0.009\% of the ion current, which is negligible here. At 300 G an electron with speed $\sqrt{eT_e/m_e}$ has a gyroradius of 138 $\mu$m, far larger than the grain and also larger than $\lambda$. Its path is therefore only slightly curved by the field while it is near the grain.

\textbf{Setting the model beside a magnetron.} The chosen density, pressure, field and electron temperature are rough typical values for a magnetron plasma, where the plasma density and the magnetic field vary strongly with position. Two assumptions deserve most suspicion. First, the electrons need not be Maxwellian. A Druyvesteyn distribution, with phase-space density proportional to $\exp[-(E/E_0)^2]$ and the same mean energy of 4.5 eV, gives $-6.3$ V, a shift of 0.8 V. Second, electric fields give the ions a drift. With $l\simeq6$ mm the energy $eEl$ gained over a free path equals the thermal energy $eT_i$ already at about 0.04 V/cm. For ions drifting under charge exchange with the cross-section above, OML collection gives about $-7.4$, $-7.8$ and $-8.6$ V at fields of 0.1, 0.3 and 1 V/cm. Near a sheath the shift is several volts, as the first variation shows. The value $-7.1$ V suits a nearly field-free bulk region with thermal ions and few collisions; it is not a general constant of argon plasmas.

\section{Variation 1: a grain at the sheath edge}

Let all ions now arrive from one direction at the Bohm speed $u=\sqrt{eT_e/m_i}$, with thermal spread neglected. Keep Maxwellian electrons, equal densities and a spherical grain potential. What is $\phi$?

The ion energy in eV is $m_iu^2/(2e)=T_e/2$. Equation~\eqref{eq:sigma} holds for any direction of arrival, so the focusing factor is $1-\phi/(T_e/2)=1+2x$. The balance is
\begin{equation}
\sqrt{\frac{8eT_e}{\pi m_e}}\,e^{-x}=\sqrt{\frac{eT_e}{m_i}}(1+2x)
\ \Longrightarrow\
\sqrt{\frac{8m_i}{\pi m_e}}\,e^{-x}=1+2x .
\end{equation}
The square root is 430.6. Define $h(x)=x+\ln(1+2x)-\ln430.6$. At $x=4$, $h=0.132$ and $h'=1+2/9=1.222$. One Newton step gives $x=3.892$, hence
\begin{equation}
\phi\simeq-11.7\ \mathrm{V}.
\end{equation}
The grain is 4.6 V more negative than in the bulk. The directed ions are faster, but their focusing factor at $\phi=-7.08$ V is 5.7 instead of 273. At that potential and equal density they deliver about one seventh of the thermal ion current, so more electrons must be repelled. The change is too large for Eq.~\eqref{eq:shift}, which holds for small $\ln F$.

\section{Variation 2: many grains}

Return to slow ions, but place $n_d=10^7$ grains per $\mathrm{cm^3}$ in the plasma. Hold the ion density at $n=10^{10}\ \mathrm{cm^{-3}}$ and keep the capacitance $C$ of the isolated grain. What are the potential and charge now?

Each grain holds $Z=-C\phi/e$ electrons. Charge neutrality requires $n_e=n-n_dZ$, so the electron current is multiplied by $1-P$:
\begin{equation}
(1-P)\sqrt{\frac{T_e}{m_e}}\,e^{\phi/T_e}
=\sqrt{\frac{T_i}{m_i}}\left(1-\frac{\phi}{T_i}\right),
\qquad P=\frac{n_dZ}{n}.
\end{equation}
As $\phi$ falls, $P$ grows, so the two must be solved together. The solution is $\phi=-5.97$ V with $P=0.418$. As a check, $Z=70.0\times5.97=418$, and $418\times10^7/10^{10}=0.418$.

The dust holds 42\% of the negative charge. Fewer free electrons remain, and each grain carries 418 electrons instead of 496. Radius and density, which cancelled for one grain, now enter through $P$.

For small $P$, reducing the electron current by $1-P$ acts like multiplying the ion current by $1/(1-P)$. Equation~\eqref{eq:shift} then gives a shift of about $SP$. With $Z\simeq496$, a dust density of $2\times10^5\ \mathrm{cm^{-3}}$ makes $P\simeq0.01$ and raises the potential by about 0.02 V. At these plasma conditions, grains that sparse may be treated as isolated for the current balance.

The numerical output below lists the main values used here.

\section*{Computed results}
\begin{verbatim}
Electron temperature: 3.000 eV
Ion and gas temperature: 0.026 eV
Ion/electron mass ratio: 72820.7
Temperature ratio Te/Ti: 115.385
Prefactor sqrt(me Ti/(mi Te)): 3.44984e-04
Lambert argument: 25.3406
Newton potential 0: -6.00000 V
Newton potential 1: -7.05406 V
Newton potential 2: -7.08297 V
Newton potential 3: -7.08299 V
Floating potential, Lambert: -7.08299 V
Floating potential, quadrature: -7.08299 V
Normalized depth -phi/Te: 2.3610
Electron Boltzmann factor: 0.09433
Ion focusing factor 1-phi/Ti: 273.42
Potential if Ti=Te: -11.971 V
Sensitivity S: 2.110 V
Grain radius: 100.0 nm
Plasma density: 1.00e+10 cm^-3
Electron mean speed: 1.1592e+08 cm/s
Ion mean speed: 3.9989e+04 cm/s
Each current at balance: 5.503 pA
Screening length: 11.935 um
Grain radius/screening length: 0.00838
Grain charge magnitude: 496.0 electrons
Charge rms, formula: 12.15 electrons
Charge rms, chain: 12.16 electrons
Potential rms: 0.174 V
Potential with Bohm ion flow: -11.677 V
Potential with Druyvesteyn electrons: -6.266 V
Gas pressure: 5.0 mTorr
Exchange cross-section, rough: 1.0e-14 cm^2
Ion free path: 6249.0 um
Ion trapping radius R0: 8.778 um
Potential with collisions: -7.002 V
Higher pressure: 100.0 mTorr
Potential at higher pressure: -5.995 V
Emission yield, rough: 0.10
Potential with emission: -6.883 V
Dust density in cloud: 1.00e+07 cm^-3
Cloud charge/ion charge: 0.418
Potential in dust cloud: -5.970 V
Ion current lost to barriers: 0.0093 %
Magnetic field: 300.0 G
Electron gyroradius: 137.7 um
\end{verbatim}
